# When Ungated Space-Charge Current Matches Transistor Saturation Current in Thin Films

**Question.** A thin organic semiconductor film lies between two coplanar electrodes a distance $L$ apart. Without a gate, a voltage $V$ drives a space-charge-limited current through it. With a gate behind an insulator of thickness $d$, the same film is a transistor carrying a saturation current. If the drain voltage and the gate voltage above threshold both equal $V$, how short must the channel be for the first current to rival the second, and how does that length scale?

**Answer.** Both currents are products of a sheet charge, a mobility $\mu$ and a field of order $V/L$. They differ in what sets the charge.

Without a gate, the field lines of the injected carriers end on the electrodes, about $L$ away. The sheet charge is of order $\varepsilon V/L$, and the current per unit channel width is

$$K\sim\frac{\varepsilon V}{L}\,\mu\,\frac{V}{L}=\frac{\varepsilon\mu V^2}{L^2}.$$

With a gate, the field lines end a distance $d$ away. The sheet charge is of order $\varepsilon V/d$, and $K\sim\varepsilon\mu V^2/(dL)$. The ratio of the two currents is of order $d/L$, so they match when $L$ is comparable to $d$. Voltage and mobility drop out. The numerical factor requires both currents to be worked out properly.

### The ungated current

Take holes as carriers, with the source occupying $x<0$ and the drain $x>L$ in the plane $y=0$. The source is at potential $V$ relative to the drain. The assumptions are:

- The film and electrodes are much thinner than $L$.
- The source injects freely, so the field along the film vanishes at its edge.
- The mobility is constant, and transport is by drift alone.
- There are no traps and no doping.

The medium above has permittivity $\varepsilon_t$. The insulator below has permittivity $\varepsilon_i$ and for now extends downward without end. The potential in the plane $y=0$ fixes the solution of Laplace's equation in each half-space. Since both half-spaces share that boundary potential, the solutions are mirror images even when the permittivities differ. Hence $E_y(0^-)=-E_y(0^+)$, and Gauss's law gives the sheet charge

$$\sigma=\varepsilon_tE_y+\varepsilon_iE_y=2\bar\varepsilon E_y,\qquad \bar\varepsilon=\frac{\varepsilon_t+\varepsilon_i}{2},$$

with $E_y$ taken just above the film. The current per width is therefore

$$K=\mu\sigma E_x=2\bar\varepsilon\mu E_xE_y .$$

In a steady state $K$ is the same at every point of the channel.

Above the film the field has neither divergence nor curl. These two conditions are the Cauchy–Riemann equations for $F=E_x-iE_y$ as a function of $z=x+iy$, so $F$ is analytic there. Its square is

$$F^2=E_x^2-E_y^2-2iE_xE_y .$$

Define $k=K/(\bar\varepsilon\mu)$. Then $\operatorname{Im}F^2=-k$ on the channel. On the electrodes $E_x=0$, so $\operatorname{Im}F^2=0$. The nonlinear transport problem has become a linear boundary problem for $F^2$.

The function $\ln[(z-L)/z]$ has imaginary part $\pi$ on the channel and zero on the rest of the real axis. Thus $-(k/\pi)\ln[(z-L)/z]$ has the required imaginary part. Whatever is added to it must be real on the axis. By reflection, such a term extends to the whole plane, with possible singularities at $0$ and $L$, and it must vanish at infinity because the field does. The physics at each point settles its form:

- **Source edge.** A term $c/z$ with $c>0$ would make $E_x$ infinite at the start of the channel, contrary to free injection. With $c<0$, $F^2$ would be positive on the source near its edge, although $F^2=-E_y^2$ there. Hence $c=0$, and higher poles are excluded by the finite voltage.
- **Drain edge.** A term $A/(z-L)$ gives a field growing as the inverse square root of distance, which is integrable. A stronger pole would give an infinite voltage.
- **Infinity.** A $1/z$ tail in $F^2$ would make $F\sim z^{-1/2}$, and the voltage between the electrodes, measured along an arc of radius $R$, would grow as $\sqrt R$. The electrodes are equipotentials, so this tail must cancel.

To cancel it, expand at large $|z|$:

$$-\frac{k}{\pi}\ln\!\left(1-\frac Lz\right)=\frac{k}{\pi}\left(\frac Lz+\frac{L^2}{2z^2}+\dots\right),\qquad \frac{A}{z-L}=A\left(\frac1z+\frac{L}{z^2}+\dots\right).$$

The $1/z$ terms cancel for $A=-kL/\pi$, so

$$F^2=-\frac{k}{\pi}\left[\ln\frac{z-L}{z}+\frac{L}{z-L}\right],\qquad F^2\to\frac{kL^2}{\pi z^2}\left(\frac12-1\right)=-\frac{kL^2}{2\pi z^2}.$$

Two checks are needed before taking the root. First, $F^2$ must be negative on both electrodes. On the drain, with $t=L/(x-L)>0$, it equals $(k/\pi)[\ln(1+t)-t]<0$. On the source, with $t=L/|x|$, it equals $-(k/\pi)[\ln(1+t)-t/(1+t)]<0$.

Second, $F^2$ must have no zeros above the film, or $F$ would have branch points there. Follow its phase around the upper half-plane. It is constant along the source. Along the channel $F^2$ passes below the origin from large negative to large positive real part, which adds $\pi$. The small arc over the pole at $L$ adds another $\pi$, and the drain adds nothing. On the large return arc $F^2\propto-1/z^2$, which subtracts $2\pi$. The total is zero and there are no poles inside, so there are no zeros.

The voltage now follows from the distant field. There $F\to ia/z$ with $a=L\sqrt{k/(2\pi)}$. The sign makes $E_y$ positive above the source and negative above the drain, as it should be. Since $\mathbf E\cdot d\mathbf l=\operatorname{Re}(F\,dz)$, a clockwise large arc from source to drain gives

$$V=\int ia\,\frac{dz}{z}=ia(-i\pi)=\pi a .$$

Squaring gives $V^2=\pi^2L^2k/(2\pi)=\pi kL^2/2$. Solving for $k$ and multiplying by $\bar\varepsilon\mu$,

$$\boxed{K_{\rm SCL}=\frac{2}{\pi}\,\frac{\bar\varepsilon\mu V^2}{L^2}}$$

The field inside the channel can also be written down. With $g=\operatorname{Re}F^2$, the relations $E_x^2-E_y^2=g$ and $2E_xE_y=k$ give

$$E_x^2=\frac{g+\sqrt{g^2+k^2}}{2},\qquad g=\frac k\pi\left[\ln\frac{x}{L-x}+\frac{L}{L-x}\right].$$

Numerical integration of this $E_x$ from source to drain returns $1.000000\,V$, which confirms the voltage found from the distant arc. The drain half of the channel takes 71% of the voltage, because the carriers are fewer and the field stronger there.

### The saturation current

Now put a gate at depth $d$ and let $L\gg d$. Let $u(x)$ be the voltage dropped between the source and $x$, and let $V$ be the magnitude of the gate voltage above threshold. In the gradual-channel approximation each piece of film forms a parallel-plate capacitor with the gate, so

$$\sigma=\frac{\varepsilon_i}{d}(V-u),\qquad K\,dx=\mu\frac{\varepsilon_i}{d}(V-u)\,du .$$

At equal voltages $u$ runs from $0$ to $V$. Integration along the channel gives

$$KL=\mu\frac{\varepsilon_i}{d}\left(V^2-\frac{V^2}{2}\right),\qquad K_{\rm sat}=\frac{\mu\varepsilon_iV^2}{2dL}.$$

The sheet charge in this approximation falls to zero at the drain, where the field along the film diverges. The approximation therefore fails near the drain, over a distance of order $d$, which is a small part of the channel when $L\gg d$.

### The crossing length

Divide the two currents:

$$\frac{K_{\rm SCL}}{K_{\rm sat}}=\frac{2}{\pi}\frac{\bar\varepsilon}{L^2}\cdot\frac{2dL}{\varepsilon_i}=\frac{L^*}{L},\qquad \boxed{L^*=\frac4\pi\,\frac{\bar\varepsilon}{\varepsilon_i}\,d}$$

For equal permittivities $L^*=1.27\,d$. If the upper medium has a much smaller permittivity than the insulator, $\bar\varepsilon/\varepsilon_i$ approaches $1/2$ and $L^*$ approaches $2d/\pi\approx0.64\,d$. Between these two cases the crossing length stays close to the insulator thickness. An upper medium of higher permittivity than the insulator would make it longer.

The independence from $V$ rests on equal voltages. If the drain voltage is $V_D$ and the gate voltage above threshold is $V_{\rm ov}\le V_D$, the first current scales as $V_D^2$ and the saturation current as $V_{\rm ov}^2$. Then

$$\frac{K_{\rm SCL}}{K_{\rm sat}}=\frac{L^*}{L}\left(\frac{V_D}{V_{\rm ov}}\right)^2,$$

and the two laws cross at $L^*(V_D/V_{\rm ov})^2$. A weakly driven gate is thus matched by the ungated current at a longer channel. This still compares a film without a gate to a film with one.

### Numbers for a thin-film transistor

Take a pentacene-like film on silicon dioxide with air above, using rough typical values: $d=100$ nm, relative permittivities 3.9 and 1.0, $\mu=0.1$ cm²/Vs and $V=5$ V. The mean relative permittivity is 2.45, so

$$L^*=1.273\times\frac{2.45}{3.9}\times100\ \text{nm}=80\ \text{nm}.$$

The insulator capacitance is 34.5 nF/cm², or $3.45\times10^{-4}$ F/m², and the mobility is $10^{-5}$ m²/Vs. At $L=80$ nm,

$$K_{\rm sat}=\frac{10^{-5}\times3.45\times10^{-4}\times25}{2\times80\times10^{-9}}\ \text{A/m}\approx0.54\ \mu\text{A}/\mu\text{m}.$$

The ungated law gives the same value there. At $L=10$ µm the laws give 34.5 pA/µm without a gate and 4.3 nA/µm in saturation. Their ratio is $80\ \text{nm}/10\ \mu\text{m}=0.8\%$.

### What happens when the gate is really there

The two laws cross where neither is accurate. The first has no gate, and the second needs $L\gg d$. Nor need the currents add, since one set of carriers responds to all the electrodes together. The size of the error can be found by solving the two-dimensional electrostatics with the gate present, keeping $\sigma E_x$ constant along the channel. It is convenient to quote

$$\kappa=\frac{KL^2}{\mu\bar\varepsilon V^2},$$

which is $2/\pi=0.637$ for the ungated law.

The full solution was tested in both limits. At $L/d=0.01$, with the gate at drain potential, it gives $\kappa=0.642$, within 1% of the ungated law. At $L/d=20$ and $80$ its current exceeds the saturation law by 2.4% and 0.6%.

For the present permittivities, "on" below means the gate at drain potential and "off" means the gate at source potential, with zero threshold voltage:

| $L/d$ | $\kappa$ on | $\kappa$ off | Sum of the two laws |
|---|---|---|---|
| 0.2 | 0.748 | 0.535 | 0.796 |
| 0.8 | 1.132 | 0.296 | 1.273 |
| 3.2 | 2.947 | 0.026 | 3.184 |

The table is for electrodes that reach 20 times the larger of $L$ and $d$, and its last digits depend on that choice. With electrodes about $80L$ long, the middle row becomes 1.128 (on) and 0.299 (off), and the last row 2.942 and 0.027.

At $L^*$, the middle row, the full on current is 11% below the sum of the two laws. In the example it is 0.96 µA/µm, compared with 0.54 µA/µm for either law alone. If "rival" is taken to mean that the gated current is twice the ungated one, the full solution puts this at $L/d\approx1.0$, or about 100 nm, instead of 80 nm. The estimate moves by a quarter and remains comparable to $d$.

The off column answers a different question. At $L^*$ the off current is 0.25 µA/µm, less than half the ungated value, and the on/off ratio is only 3.8. At $L=3.2\,d$ the off current is about 24 times smaller than the ungated law, and the on/off ratio is about 110. These two figures hold for drift alone. At 300 K and 5 V, with $10^{13}$ to $10^{14}$ holes per cm² at the contacts, diffusion raises this small off current by a factor of about 2.5 to 3.2, and the ratio falls to about 46 to 37.

With no gate voltage above threshold, the capacitor relation gives no holes anywhere along the channel, so the current of order $\varepsilon\mu V^2/(dL)$ vanishes. What remains comes from drain field reaching the source past a gate held at source potential. The capacitor relation does not say how large this remainder is, and the ungated current is itself smaller than that order by a factor $d/L$. The comparison rests on the full solution: $\kappa$ in the off column falls as $L/d$ grows, while the ungated law keeps it at 0.637. The 0.8% found at 10 µm compares two separate films and should not be read as a leakage level.

### How this compares with real devices

At a channel length of 80 nm, free injection is a doubtful assumption. The gated channel has a resistance times width of 0.52 kΩ cm. Suppose that the source and drain contacts together add roughly 1 kΩ cm. A linear divider would give the channel $0.52/1.52\approx34\%$ of the voltage, but the channel current is close to quadratic in voltage. Solved self-consistently, the channel keeps 43% of the voltage if the resistance is split evenly and 51% if it all lies at the source, and the current falls to 30% and 26% of its ideal value. Then $L^*$ describes the channel's own behaviour and not the currents measured at the terminals.

The mean field along the channel is 0.63 MV/cm. With a rough field coefficient of $10^{-3}$ (cm/V)$^{1/2}$, the mobility would rise by a factor of about 2.2. A common factor cancels from $L^*$, since both currents are compared at the same $V$ and $L$. The cancellation is incomplete, because the two field profiles differ. At 80 nm the ungated current rises by a factor of 1.9 and the saturation current by 2.1, so their ratio falls by about 10%.

The film thickness matters too. A 10 nm film has a thickness $t=0.125\,L^*$. With a relative permittivity of about 3, the flux it carries lengthwise, of order $\varepsilon_{\rm film}tV/L^*$ per width, is about 8% of the channel charge scale $2\bar\varepsilon V$ per width. Its effect on the current is larger. The bulk space-charge-limited current of such a film, $\tfrac98\varepsilon_{\rm film}\mu tV^2/L^3$ per width, is 27% of the ungated sheet law at $L^*$. Adding the full lengthwise flux to the sheet model raises the ungated current by about 30%, the on current by about 20% and the off current by about 55%. Counting only the excess over the air that the film displaces, the rises are about 21%, 14% and 37%. The value of 80 nm therefore belongs to the limit of a much thinner film.

Diffusion also changes the current by more than the ratio of thermal to applied voltage, 0.5%, might suggest. The amount depends on the carrier density at the contacts. For $10^{13}$ to $10^{14}$ holes per cm² there, diffusion adds roughly 8–15% to the ungated current at $L^*$, 4–9% to the on current and 16–28% to the off current. These figures show the size of the effect only. The upper density fills about a quarter of the molecular sites, and at either density the sheet model screens the contact charge over less than a molecular length, so it does not describe the contact region. If heat flowed straight down through the insulator, the temperature would rise by about 4 K. Sideways spreading roughly halves the mean rise, because the channel is narrower than the insulator is thick. The gate induces about $1.1\times10^{12}$ holes per cm², filling roughly 0.3% of the molecular sites. The insulator field of 0.5 MV/cm is far below a rough breakdown field of 10 MV/cm, although fields at sharp electrode edges exceed the mean.

Traps, doping and electrodes as thick as the channel is long are not included, and their effect on the numerical factor has not been calculated here. Within the stated model, thinning the insulator shortens the crossing length in proportion. To keep gate control at equal voltages, the channel must stay several times longer than the insulator is thick. The remaining computed values are in the numerical output below.

## Computed results

```
INPUTS (rough typical values)
insulator thickness d = 100 nm
relative permittivity: insulator 3.9, top 1.0, mean 2.45
mobility = 0.1 cm2/Vs, voltage = 5.0 V, T = 300.0 K
film thickness = 10.0 nm, film permittivity = 3.0
CLOSED FORMS
SCL prefactor 2/pi = 0.6366
voltage from integrated field / V = 1.000000
L*/d, equal permittivities = 1.273
L*/d, this device = 0.800
L* = 80.0 nm
insulator capacitance = 34.5 nF/cm2
SCL current at L* = 0.540 uA/um
saturation current at L* = 0.540 uA/um
SCL current at 10 um = 34.525 pA/um
saturation current at 10 um = 4316.4 pA/um
SCL/saturation at 10 um = 0.00800
FULL SOLUTION, kappa = K L^2/(mu eps_mean V^2)
L/d = 0.01: kappa = 0.6418 (this device), 0.6399 (equal permittivities)
mid-channel to drain voltage / V: solver 0.7105, closed form 0.7110
L/d = 20: current / saturation law = 1.0238
L/d = 80: current / saturation law = 1.0060
L/d = 0.200: kappa gate on 0.748, gate off 0.535, on/off 1.40, sum of laws 0.796
L/d = 0.800: kappa gate on 1.132, gate off 0.296, on/off 3.82, sum of laws 1.273
L/d = 3.200: kappa gate on 2.947, gate off 0.026, on/off 113.07, sum of laws 3.184
relative mesh shift at L* = 1.7e-04
full current / sum of laws at L* = 0.889
L/d where full current is twice ungated SCL = 1.00
that length = 100 nm
full current at L*: gate on 0.959, gate off 0.251 uA/um
NEGLECTED EFFECTS AT L*
mean lateral field = 0.63 MV/cm
insulator field = 0.50 MV/cm (rough breakdown 10 MV/cm)
channel resistance x width = 0.52 kohm cm
rough good contact resistance x width = 1.0 kohm cm
field factor of mobility = 2.20 (rough coefficient 0.001 (cm/V)^0.5)
film thickness / L* = 0.125
film polarization, relative size = 0.077
diffusion, kT/qV = 0.0052
self-heating across the insulator = 4.3 K (rough conductivity 1.4 W/mK)
gate-induced carrier density = 1.08e+12 cm^-2
filled fraction of molecular sites = 0.0027 (rough 4e+14 cm^-2)
```
